# Exit Laws in Parallel Replica and Temperature-Accelerated Dynamics

## 1. A room with two doors

A walker sits in a featureless room. In each short interval $dt$ it leaves through door 1 with probability $k_1dt$ or through door 2 with probability $k_2dt$, whatever happened before. With $\lambda=k_1+k_2$, the probability of still being inside obeys $\dot S=-\lambda S$, so $S(t)=e^{-\lambda t}$. The probability of leaving through door $i$ after time $t$ is

$$\int_t^\infty k_i e^{-\lambda t'}dt'=p_i e^{-\lambda t},\qquad p_i=k_i/\lambda .$$

The product form says that exit time and door are independent.

Now put $N$ independent walkers in $N$ copies of the room and stop at the first exit, at time $T_{\min}$. Any of the $N$ walkers may be first, and the other $N-1$ must still be inside:

$$P(NT_{\min}>s,\ \text{door } i)=N\int_{s/N}^\infty k_i e^{-\lambda t}e^{-(N-1)\lambda t}dt=p_i e^{-\lambda s}. \tag{1}$$

This is the law of one walker, provided the clock shows the summed time $NT_{\min}$. For $N=1$ it is trivially so. Parallel replica dynamics uses (1) to spread one long wait over $N$ processors.

A molecular basin is not featureless: a system near a saddle leaves sooner than one at the minimum. The question is which starting distribution restores the memoryless room.

## 2. A basin with an interior

The algebra uses atomic units, with Boltzmann's constant set to 1 and $\beta$ the inverse temperature. Let the system diffuse with mobility $\mu$ in a potential $V$, inside a bounded connected region $\Omega$ with a smooth boundary. It is stopped at the boundary, which is divided into exit channels $i$. Let $T$ be the exit time and $I$ the channel.

The quasi-stationary distribution (QSD) $\nu$ is the distribution that survival leaves unchanged:

$$P_\nu(X_t\in A\mid T>t)=\nu(A)\quad\text{for all } t \text{ and } A\subset\Omega. \tag{2}$$

**Existence.** The probability density inside obeys

$$\partial_t\rho=\mu\nabla\cdot(\rho\nabla V+\beta^{-1}\nabla\rho),\qquad \rho=0\ \text{on the boundary}.$$

Put $\rho=e^{-\beta V}u$. Then $\nabla\rho=e^{-\beta V}(\nabla u-\beta u\nabla V)$, the drift terms cancel, and

$$\partial_tu=-\mathcal A u,\qquad \mathcal A u=-\frac{\mu}{\beta}e^{\beta V}\nabla\cdot(e^{-\beta V}\nabla u).$$

Integration by parts, with $u=v=0$ on the boundary, gives

$$\int e^{-\beta V}v\,\mathcal A u\,dx=\frac{\mu}{\beta}\int e^{-\beta V}\nabla v\cdot\nabla u\,dx .$$

So $\mathcal A$ is symmetric and positive in the weight $e^{-\beta V}$. As an elliptic operator on a bounded region with absorbing walls, it has discrete eigenvalues $\lambda_1\le\lambda_2\le\dots$ and a complete set of eigenfunctions $u_n$.

The lowest eigenfunction minimizes the quadratic form above at fixed norm. Replacing $u_1$ by $|u_1|$ changes neither, so $|u_1|$ is also a lowest eigenfunction, and the maximum principle makes it positive throughout $\Omega$. Two such positive functions cannot be orthogonal, hence $\lambda_1<\lambda_2$.

Expanding the initial law $\rho_0$ gives

$$\rho(t)=e^{-\beta V}\sum_n c_n e^{-\lambda_n t}u_n,\qquad c_1=\int u_1\rho_0\,dx>0 .$$

Division by the surviving probability leaves $\nu\propto e^{-\beta V}u_1$ at long times, with an error that decays as $e^{-(\lambda_2-\lambda_1)t}$. Starting from $\nu$ itself, $\rho(t)=e^{-\lambda_1t}\nu$, which is (2).

**Exit law.** By the Markov property, the future after $t$ depends on the past through $X_t$ alone. By (2), a survivor at $t$ is again distributed as $\nu$. Therefore

$$S(t+s)=P_\nu(T>t)\,P_\nu(T>s)=S(t)S(s).$$

This gives $S(m/n)=S(1)^{m/n}$ for rational times, and since $S$ cannot increase, the same form holds between them. Thus $S=e^{-\lambda t}$, with $\lambda=\lambda_1$. The same argument applied to the channel gives

$$P_\nu(T>t,\ I=i)=S(t)\,P_\nu(I=i)=p_ie^{-\lambda t}. \tag{3}$$

The room with doors is recovered, with $k_i=\lambda p_i$. Equation (1) used nothing but (3) and independence, so it holds for replicas started from $\nu$. It holds equally if "channel" is replaced by any patch of the boundary, so the exit point is correct too. The step from (2) to (3) needs a Markov process with a QSD; the diffusion equation was used to show that one exists.

## 3. A clock that ticks

A simulation advances in steps. Let each replica, started from the QSD of the stepped process, leave with probability $p$ per step, and let $q=1-p$. Suppose the first exit occurs at step $m$, and let $K$ be the lowest index among the replicas that leave at that step. All $N$ replicas survived $m-1$ steps, replicas $1,\dots,K-1$ survived one more, and $K$ left:

$$P(m,K)=q^{N(m-1)}q^{K-1}p=q^{n-1}p,\qquad n=N(m-1)+K .$$

Each $n\ge1$ arises from one pair $(m,K)$, so $n$ has the geometric law of a single walker. The channel to report is that of replica $K$.

The simpler clock $Nm$ is biased. Since $P(m>r)=q^{Nr}$, its mean is $N/(1-q^N)$ instead of $1/p$. I simulated eight replicas on a coarse chain of sites in the model potential of Section 5, at the high thermal energy of 0.3 eV, where exits are frequent. There $1/p=38.78$ steps. The clock $n$ averaged 38.79 steps, with a standard error of 0.19, while $Nm$ averaged 42.42. The formula with $p=1/38.78$ also gives 42.4. For $Np\ll1$ the excess tends to $(N-1)/2$ steps and becomes negligible relative to $1/p$.

## 4. Imperfect preparation

After entering a basin, the reference walker runs alone for a time $t_c$. An exit during this time is accepted as it is. If the walker survives, replicas prepared independently in the same basin take over.

Let $\varepsilon$ be the total-variation distance, half the integrated absolute difference, between the surviving reference walker's law and $\nu$. Let $\varepsilon_j$ be the same distance for replica $j$. Each start can be paired with a draw from $\nu$ so that the two differ with probability $\varepsilon_j$. Give each pair the same later noise. The first exit of the imperfect set can then differ from that of the ideal set only if some pair differs, which has probability at most $\sum_j\varepsilon_j$. Replacing the reference walker by one drawn from $\nu$ costs at most $\varepsilon$. Hence

$$\text{error in the law of (time, channel)}\le\varepsilon+\sum_{j=1}^N\varepsilon_j . \tag{4}$$

This bounds probabilities, not the error in a mean time, because times are unbounded.

The opposite limit is no preparation. For a general common start, with survival $S(t)$ and exit density $f_i(t)$, the first of $N$ exits uses channel $i$ with probability $\int_0^\infty N S^{N-1}f_i\,dt$. The factor $S^{N-1}$ favours early exits, and these depend on where the walkers began.

## 5. A basin with numbers

Take one dimension, with saddles at $-a=-1.0$ Å and $b=1.1$ Å, and

$$V'(x)=\kappa x\left(1-\frac xb\right)\left(1+\frac xa\right),\qquad \kappa=2\ \text{eV/Å}^2,\quad \mu=1\ \text{Å}^2/(\text{eV ps}).$$

Expanding the product and integrating from the minimum at 0,

$$V=\kappa\left[\frac{x^2}2+\left(\frac1a-\frac1b\right)\frac{x^3}3-\frac{x^4}{4ab}\right],\qquad E_R=V(b)=\kappa\left(\frac{b^2}6+\frac{b^3}{12a}\right)=0.625\ \text{eV}.$$

Reflection exchanges $a$ and $b$, which gives $E_L=0.485$ eV.

I put the diffusion equation on a fine grid, as jumps between neighbouring sites with absorption at both saddles, and diagonalized it. At a thermal energy of 0.10 eV the channel rates are $k_L=0.00555$ and $k_R=0.00148$ ps$^{-1}$. Their sum gives a mean exit time of 142.3 ps, and $p_R=0.210$. The gap $\lambda_2-\lambda_1=1.74$ ps$^{-1}$ is far larger than $\lambda$, so a walker that survives the first few picoseconds forgets its entry point long before its typical exit. One that starts beside a saddle may leave before that.

Start at $-0.9$ Å, beside the left saddle. A single walker then exits right with probability 0.081. For eight replicas all started there, the integral of Section 4 gives $1.0\times10^{-4}$, and the mean summed clock is 0.27 ps instead of 142.3 ps. The replicas multiply the chances of an early exit through the nearby saddle.

Let the same start evolve for 5 ps, conditioned on survival. Its distance from $\nu$ is now $2.7\times10^{-4}$. Eight replicas drawn from this law give $p_R=0.2102$ and a clock mean of 142.3 ps. Their part of bound (4) is $8\times2.7\times10^{-4}\approx0.002$; the actual change in $p_R$ is $3\times10^{-5}$.

At 0.05 eV the mean exit time on this grid, whose spacing affects the fifth digit, is 19,817 ps, or $8.19\times10^8$ atomic units of time. Eight replicas reduce the mean wait to $19817/8=2477$ ps of simulated time per processor, before the cost of preparation.

## 6. Buying time with temperature

Return to the room with doors, but run it hot, at $\beta_h<\beta_l$. After each exit put the system back, prepare it in the hot QSD, and let the clock count only the time after preparation. By (3), the chance of an exit through $i$ in $dt$ is always $k_i^hdt$, independent of the past.

Let $\tau_i$ be the clock time of the first exit through $i$. For given times $t_i$, let $F(t)$ be the probability that up to $t$ no channel has fired before its own $t_i$. At time $t$ the forbidden channels are those with $t_i>t$, so

$$\dot F=-F\sum_{i:\,t_i>t}k_i^h\quad\Rightarrow\quad P(\tau_i>t_i\ \text{for all } i)=\prod_ie^{-k_i^ht_i}.$$

The first arrivals are independent exponentials. Rescale each one:

$$\tau_i^l=\tau_i\,\frac{k_i^h}{k_i^l},\qquad P(\tau_i^l>t)=e^{-k_i^lt}.$$

The earliest rescaled arrival, with $\lambda_l=\sum_jk_j^l$, obeys

$$P(\min_j\tau_j^l>t,\ \text{winner } i)=\int_t^\infty k_i^le^{-\lambda_ls}ds=\frac{k_i^l}{\lambda_l}e^{-\lambda_lt}.$$

This is the cold exit law. If $k_i=\nu_ie^{-\beta E_i}$ with $\nu_i$ independent of temperature, the prefactors cancel:

$$\tau_i^l=g_i\tau_i,\qquad g_i=e^{E_i(\beta_l-\beta_h)} . \tag{5}$$

Only the barriers of channels already seen are needed. Higher barriers are stretched more, so the first hot exit need not be the winner. In the basin, with thermal energies 0.10 and 0.05 eV, $\beta_l-\beta_h=10$ eV$^{-1}$, so $g_L=e^{4.85}=128$ and $g_R=e^{6.252}=519$.

**How good is the Arrhenius form?** At low temperature the density in the well is close to $e^{-\beta V}/Z$, with $Z=\int e^{-\beta V}dx$, and the flux $k$ towards the right saddle is nearly constant outside the well. Writing the flux as $k=-(\mu/\beta)e^{-\beta V}(\rho e^{\beta V})'$, multiplying by $e^{\beta V}$ and integrating from 0 to $b$, where $\rho(b)=0$, gives

$$k=\frac{\mu}{\beta Z\int_0^be^{\beta V}dx}.$$

The well gives $Z\approx\sqrt{2\pi/(\beta\kappa)}$, with corrections of relative order $1/\beta$ because odd terms integrate to zero. At distance $y$ inside the saddle, $V=E-wy^2/2+cy^3+\dots$, and only half a Gaussian is available:

$$\int_0^be^{\beta V}dx\approx e^{\beta E}\int_0^\infty e^{-\beta wy^2/2}(1+\beta cy^3)\,dy=e^{\beta E}\left[\frac12\sqrt{\frac{2\pi}{\beta w}}+\frac{2c}{\beta w^2}\right].$$

Dividing the second term by the first,

$$k\approx\frac{\mu}{\pi}\sqrt{\kappa w}\,e^{-\beta E}\left(1-\frac{\alpha}{\sqrt\beta}\right),\qquad \alpha=\frac{4c}{\sqrt{2\pi}\,w^{3/2}} . \tag{6}$$

A walker that had to descend the far side would face the full Gaussian and, to leading order, leave at half this rate; here, reaching the saddle counts as exit. The boundary on the saddle is also why the cubic term survives, so the prefactor depends on temperature already at relative order $\beta^{-1/2}$ rather than $1/\beta$.

At the right saddle, $w=-V''(b)=\kappa(1+b/a)$ and $c=-V'''(b)/6=\kappa(4/a+2/b)/6$; exchange $a$ and $b$ for the left. The leading prefactors are 0.880 (left) and 0.923 ps$^{-1}$ (right), and $\alpha_L=0.402$, $\alpha_R=0.360$ eV$^{-1/2}$.

Extrapolation of the hot rates gives

$$\lambda_{\rm ext}=\frac{0.0055493}{127.55}+\frac{0.0014768}{518.88}=4.635\times10^{-5}\ \text{ps}^{-1},$$

a mean exit time of 21,573 ps. The direct value is 19,817 ps, so the extrapolated rate is 8% below the direct one. For the dominant left channel, (6) predicts a ratio $(1-0.402\sqrt{0.10})/(1-0.402\sqrt{0.05})=0.873/0.910=0.96$. The leading correction thus accounts for about half the deficit. The flux formula evaluated without expansion gives 0.903 for this ratio, against 0.918 from the direct rates: the higher terms of the expansion more than supply the rest, and the error of the flux formula itself offsets part of them. The branching suffers less: $p_R=0.0614$ extrapolated against 0.0605 direct, because the errors of the two channels largely cancel in the ratio.

## 7. When to stop

Let $s$ be the shortest extrapolated time so far. A channel still unseen at hot time $t$ can win only if

$$t<\tau<s\,e^{-E(\beta_l-\beta_h)},\quad\text{which requires}\quad E<E^*=\frac{\ln(s/t)}{\beta_l-\beta_h}.$$

Assume that every prefactor is at least $\nu_{\min}$. A channel with $E<E^*$ has $k^h>\nu_{\min}e^{-\beta_hE^*}$, so it is unseen at $t$ with probability below $\exp(-\nu_{\min}e^{-\beta_hE^*}t)$. Set this equal to a tolerance $\delta$, and let $L=\ln(1/\delta)$. Since $e^{-\beta_hE^*}=(t/s)^{\beta_h/(\beta_l-\beta_h)}$,

$$\nu_{\min}\,t\left(\frac ts\right)^{\beta_h/(\beta_l-\beta_h)}=L\quad\Rightarrow\quad t^{\,\beta_l/(\beta_l-\beta_h)}=\frac{L}{\nu_{\min}}\,s^{\,\beta_h/(\beta_l-\beta_h)} .$$

Raise both sides to the power $(\beta_l-\beta_h)/\beta_l=1-r$, where $r=\beta_h/\beta_l$:

$$t_{\rm stop}(s)=\frac{L}{\nu_{\min}}\left(\frac{\nu_{\min}s}{L}\right)^{r}. \tag{7}$$

As $r\to1$, $t_{\rm stop}\to s$ and nothing is gained. With $\delta=0.1$, $\nu_{\min}=0.5$ ps$^{-1}$ and $r=1/2$, a candidate at $s=10^4$ ps needs $4.605\sqrt{2171}=215$ ps of hot time.

**What $\delta$ guarantees.** The run stops at the first $t\ge t_{\rm stop}(s)$, with $s$ updated as exits appear, so the stopping time is random. Suppose channel $i$ is unseen at the stop. Deleting $i$ from the history changes nothing up to that moment, so the stopping time and $s$ are functions of the other channels and independent of $\tau_i$. Conditionally on them, the argument above applies, and a later stop only lowers the chance. Each channel is therefore a missed winner with probability below $\delta$, and $M$ channels together with probability below $M\delta$. This argument does not give $\delta$ for the whole run.

The bound per channel can be sharpened. At $t=t_{\rm stop}$ write $u=e^{\beta_l(E^*-E)}\ge1$ and let the prefactor be $\eta\nu_{\min}$. The edges of the winning window, multiplied by $k^h$, are $\eta Lu^r$ and $\eta Lu$, so the chance of a miss is

$$e^{-\eta Lu^r}-e^{-\eta Lu}.$$

Its derivative in $\eta$ is $Be^{-\eta B}-Ae^{-\eta A}$, with $A=Lu^r\le B=Lu$. The function $xe^{-\eta x}$ decreases for $x>1/\eta$, so for $L\ge1$ and $\eta\ge1$ the derivative is not positive, and $\eta=1$ is the worst case. Maximizing over $u$ numerically for $\delta=0.1$ and $r=1/2$ gives 0.030. If the true prefactor is $\nu_{\min}/10$, a search over barriers finds misses of up to 0.39, and the guarantee is lost.

## 8. The rule at work

In the basin, the hot rates correspond to prefactors $k_i^he^{\beta_hE_i}$ of 0.71 and 0.77 ps$^{-1}$, above the assumed $\nu_{\min}$. I simulated many runs as successive hot exits drawn from (3), applying (5) and (7).

The first exit was not the eventual winner in 15% of the runs. This can be predicted. If left fires first it also wins, because right comes later and is stretched more. Every reversal therefore turns a right exit into a left one, and their fraction is $0.210-0.061=0.149$.

For the same reason only the left channel can be a missed winner. If right fires first at $t$, the run stops at $\theta=\max[t,t_{\rm stop}(g_Rt)]$ unless left has appeared, and

$$P_{\rm miss}=\int_0^\infty k_R^he^{-k_R^ht}\left[e^{-k_L^h\theta}-e^{-k_L^htg_R/g_L}\right]_+dt,$$

where $[\,\cdot\,]_+$ means zero when the bracket is negative. Quadrature gives 0.0025; the runs gave 0.0026. Each miss reports right instead of left, so the reported right fraction should be $0.0614+0.0025=0.0639$, and the runs gave 0.0637.

The runs needed on average 282 ps of hot time to report a mean exit time of $2.17\times10^4$ ps, a gain of 77 in reported time, or $19817/282=70$ measured against the direct mean exit time, before the cost of preparation and of finding saddles. In the branching the misses shift $p_R$ by 0.0025, more than the Arrhenius error of $0.0614-0.0605$. In the time they matter little, since the reported mean lies within 1% of the extrapolated 21,573 ps. There the larger fault is the 8% error in the rate, which a smaller $\delta$ cannot reduce: it comes from the Arrhenius assumption. It shrinks as the hot thermal energy is lowered from 0.10 eV and vanishes when it reaches the cold one.
